# Twist averaging of supercell energies and the Brillouin-zone integral

A crystal has primitive vectors $\mathbf a_i$, $i=1,\dots,d$, and reciprocal vectors $\mathbf b_i$ with $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$. A supercell has edges $\mathbf L_i=M_i\mathbf a_i$ and contains $N_c=\prod_iM_i$ primitive cells. It holds $N=\nu N_c$ electrons, with $\nu$ an integer. All electrons have the same spin direction. The Hamiltonian is

$$H=\sum_{j=1}^N\frac{\mathbf p_j^2}{2m}+W(\mathbf r_1,\dots,\mathbf r_N),$$

where $W$ contains the crystal potential and any interaction. It is symmetric under exchange of electrons and unchanged when any one electron moves by $\mathbf L_i$. The wavefunction obeys twisted boundary conditions: it gains a phase when one electron crosses the supercell,

$$\Psi(\dots,\mathbf r_j+\mathbf L_i,\dots)=e^{i\theta_i}\,\Psi(\dots,\mathbf r_j,\dots).$$

The lowest energy at twist $\theta=(\theta_1,\dots,\theta_d)$ is $E(\theta)$. Numerical examples use hartree atomic units, and energies are per primitive cell.

## (a) How does the energy depend on the twist?

**Question.** Show that the phase must be the same for every electron. Find what happens to the spectrum when one $\theta_i$ increases by $2\pi$, with interactions present.

**Solution.** Let $T_j$ translate electron $j$ by $\mathbf L_i$, and let $P$ exchange electrons 1 and 2. Then $T_1=PT_2P$. Suppose $T_2\Psi=e^{i\theta_i}\Psi$. Antisymmetry, $P\Psi=-\Psi$, gives

$$T_1\Psi=PT_2P\Psi=-PT_2\Psi=-e^{i\theta_i}P\Psi=e^{i\theta_i}\Psi .$$

The two electrons therefore have the same phase, and the argument applies to any pair.

The twist enters the problem through the factor $e^{i\theta_i}$ alone. Since $e^{i(\theta_i+2\pi)}=e^{i\theta_i}$, the allowed functions and the operator $H$ are the same at both twists. The ordered spectrum, and hence $E(\theta)$, has period $2\pi$ in each $\theta_i$.

The twist can also be moved into the Hamiltonian. Define

$$\mathbf q_\theta=\sum_i\frac{\theta_i}{2\pi M_i}\mathbf b_i,\qquad \mathbf q_\theta\cdot\mathbf L_i=\theta_i,$$

and write $\Psi=e^{i\mathbf q_\theta\cdot\sum_j\mathbf r_j}\Phi$. The exponential supplies the required phase, so $\Phi$ is periodic. Differentiating the product gives $\mathbf p_j\Psi=e^{i\mathbf q_\theta\cdot\sum_l\mathbf r_l}(\mathbf p_j+\hbar\mathbf q_\theta)\Phi$. Thus $\Phi$ is an eigenfunction of

$$H_\theta=\sum_j\frac{(\mathbf p_j+\hbar\mathbf q_\theta)^2}{2m}+W .$$

This operator does change when $\theta_i\to\theta_i+2\pi$, because $\mathbf q_\theta$ gains $\mathbf b_i/M_i$. The function $U=e^{i(\mathbf b_i/M_i)\cdot\sum_j\mathbf r_j}$ is periodic in the supercell, since $\mathbf b_i\cdot\mathbf L_l/M_i=2\pi\delta_{il}$. It commutes with $W$, and $U^\dagger\mathbf p_jU=\mathbf p_j+\hbar\mathbf b_i/M_i$. The new Hamiltonian is therefore $U^\dagger H_\theta U$, which has the same eigenvalues.

The period belongs to the ordered spectrum. A state followed continuously through a level crossing need not return to its starting energy. One free electron on a ring of length $L$ has levels $\hbar^2(2\pi n+\theta)^2/(2mL^2)$. The level $n=0$ starts at zero and reaches $\hbar^2(2\pi)^2/(2mL^2)$ at $\theta=2\pi$. The lowest energy returns to zero because it passes to the level $n=-1$ at $\theta=\pi$.

As an example with interactions, take a chain with lattice constant $A=4$ bohr, potential $-2V_C\cos(2\pi x/A)$ with $V_C=0.10$ hartree, and pair repulsion $W_0e^{-x^2/(2S^2)}$ with $W_0=1.0$ hartree and $S=1.5$ bohr, summed over periodic images. Two electrons in two cells are treated by diagonalizing $H_\theta$ in a finite plane-wave basis. The energy per cell is $0.18021$ hartree at $\theta=0.7$, $0.15611$ hartree at $0.7+\pi$, and again $0.18021$ hartree at $0.7+2\pi$.

## (b) Which Bloch states fit a twisted supercell?

**Question.** From here to part (f) the electrons are independent: $W=\sum_jv(\mathbf r_j)$, with $v$ periodic in the primitive cell. The primitive cell has bands $\varepsilon_n(\mathbf k)$, numbered upward at each $\mathbf k$. Find the orbital energies of the supercell at twist $\theta$.

**Solution.** An orbital obeys $\varphi(\mathbf r+\mathbf L_i)=e^{i\theta_i}\varphi(\mathbf r)$. Translations by $\mathbf a_i$ commute with the one-electron Hamiltonian and with each other, and they preserve this condition. The orbitals can therefore be chosen as Bloch functions, $\varphi(\mathbf r+\mathbf a_i)=e^{i\mathbf k\cdot\mathbf a_i}\varphi(\mathbf r)$. Repeating the translation $M_i$ times gives

$$e^{iM_i\mathbf k\cdot\mathbf a_i}=e^{i\theta_i}
\quad\Longrightarrow\quad
\mathbf k\cdot\mathbf a_i=\frac{\theta_i+2\pi m_i}{M_i}.$$

Increasing $m_i$ by $M_i$ adds $\mathbf b_i$ to $\mathbf k$ and gives the same Bloch condition. The distinct points are therefore

$$\mathbf k_m(\theta)=\sum_i\frac{\theta_i+2\pi m_i}{2\pi M_i}\,\mathbf b_i,\qquad m_i=0,\dots,M_i-1 .$$

Conversely, every Bloch function at one of these $N_c$ points satisfies the twisted condition. The supercell spectrum is the union of the primitive spectra at these points.

The example is a square crystal with $A=4$ bohr, $G=2\pi/A$ and

$$v(x,y)=-2V_1(\cos Gx+\cos Gy)-4U_1\cos Gx\cos Gy,$$

where $V_1=0.20$ hartree and $U_1=0.05$ hartree; the numerical output calls the second amplitude U. A $3\times3$ supercell was diagonalized on a real-space grid at twist $(0.7,1.9)$, without use of the smaller cell. Its twelve lowest levels agree with the union of the primitive plane-wave levels within $1.1\times10^{-7}$ hartree.

## (c) What is the average over all twists?

**Question.** Suppose that the lowest $\nu$ bands lie wholly below the rest:

$$\max_{\mathbf k}\varepsilon_\nu(\mathbf k)<\min_{\mathbf k}\varepsilon_{\nu+1}(\mathbf k).$$

Evaluate the average of $E(\theta)/N_c$ over all twists. Then state which zone mesh is produced by a uniform mesh of $K$ twists in each direction.

**Solution.** The lowest state of $N$ independent electrons fills the $N$ lowest orbitals. At every twist there are $N_c$ points $\mathbf k_m$, each carrying $\nu$ levels below the separation. These are $\nu N_c=N$ levels, so they are the occupied ones:

$$E(\theta)=\sum_mF(\mathbf k_m(\theta)),\qquad F(\mathbf k)=\sum_{n=1}^{\nu}\varepsilon_n(\mathbf k).$$

Write $\mathbf k=\sum_i\kappa_i\mathbf b_i$, so that the zone is the unit cube in $\kappa$ and $d^d\kappa=d\mathbf k/\Omega_{\rm BZ}$. For fixed $m$, $\kappa_i=(\theta_i+2\pi m_i)/(2\pi M_i)$. As $\theta_i$ runs from $0$ to $2\pi$, $\kappa_i$ runs from $m_i/M_i$ to $(m_i+1)/M_i$, and $d\theta_i/(2\pi)=M_i\,d\kappa_i$. The product of these Jacobians is $N_c$. The $N_c$ small boxes fill the unit cube once, so

$$\frac1{N_c}\int\frac{d^d\theta}{(2\pi)^d}E(\theta)
=\frac1{N_c}\sum_mN_c\int_{\text{box }m}d^d\kappa\,F
=\int_{\rm BZ}\frac{d\mathbf k}{\Omega_{\rm BZ}}\sum_{n=1}^{\nu}\varepsilon_n(\mathbf k).$$

The identity holds for every supercell size. A gap at each separate $\mathbf k$ would not suffice in general, because the supercell compares levels at different points $\mathbf k_m$. With one primitive cell there is one point per twist, and the identity then needs no separation.

For a mesh $\theta_i=2\pi(j_i+\delta_i)/K$, with $j_i=0,\dots,K-1$,

$$\kappa_i=\frac{j_i+Km_i+\delta_i}{KM_i}.$$

The integer $j_i+Km_i$ takes each value from $0$ to $KM_i-1$ once. The twist mesh is therefore a uniform zone mesh with $KM_i$ points in direction $i$.

In the square crystal with $\nu=1$, the lowest band ends at $0.11925$ hartree and the next starts at $0.44919$ hartree. The separation is $0.44919-0.11925=0.32994$ hartree. A Gauss–Legendre integral over the primitive zone gives $-0.0239342$ hartree, or $-0.6513$ eV. A $2\times2$ supercell, diagonalized on the real-space grid and averaged over $8\times8$ twists with offsets $\delta_i=0.3$, gives $-0.0239343$ hartree, also $-0.6513$ eV, although the energies at individual mesh twists run from $-0.0362$ to $-0.0112$ hartree. The remaining difference of $-7.6\times10^{-8}$ hartree comes from comparing a grid calculation with a plane-wave one, like the $1.1\times10^{-7}$ hartree of part (b); the error of the twist mesh itself is much smaller.

## (d) What error is made with one twist?

**Question.** Express $e(\theta)=E(\theta)/N_c$ through the Fourier coefficients of $F$, and identify the error of a single twist.

**Solution.** $F$ has the periodicity of the reciprocal lattice, so

$$F(\mathbf k)=\sum_{\mathbf R}c_{\mathbf R}e^{i\mathbf k\cdot\mathbf R},\qquad \mathbf R=\sum_il_i\mathbf a_i .$$

At an allowed point, $\mathbf k_m\cdot\mathbf R=\sum_il_i(\theta_i+2\pi m_i)/M_i$. Averaging over the $N_c$ points produces, in each direction, the geometric sum

$$\frac1{M_i}\sum_{m_i=0}^{M_i-1}e^{2\pi il_im_i/M_i}
=\begin{cases}1,&l_i=M_ip_i\text{ with }p_i\text{ an integer},\\0,&\text{otherwise}.\end{cases}$$

In the second case the ratio of successive terms differs from 1 while its $M_i$-th power equals 1, so the sum vanishes. For $l_i=M_ip_i$ the remaining phase is $e^{ip_i\theta_i}$. With $\mathbf R_p=\sum_ip_i\mathbf L_i$,

$$e(\theta)=c_0+\sum_{p\ne0}c_{\mathbf R_p}e^{ip\cdot\theta}.$$

Here $c_0$ is the zone integral, and the sum is the single-twist error. It contains the coefficients of $F$ at the translation vectors of the supercell.

For separated bands these coefficients fall exponentially. To see this, write $F$ as

$$F(\mathbf k)=\mathrm{Tr}\left[\frac1{2\pi i}\oint z\,(z-h_{\mathbf k})^{-1}dz\right],\qquad h_{\mathbf k}=\frac{(\mathbf p+\hbar\mathbf k)^2}{2m}+v,$$

where $h_{\mathbf k}$ acts on functions periodic in the primitive cell and the contour surrounds the filled energies while staying away from the spectrum. The operator in brackets has rank at most $\nu$, so its trace is finite. A complex shift $\mathbf k\to\mathbf k+\mathbf s$ adds $D=\hbar\,\mathbf s\cdot(\mathbf p+\hbar\mathbf k)/m+\hbar^2\mathbf s\cdot\mathbf s/(2m)$ to $h_{\mathbf k}$. On the contour $(\mathbf p+\hbar\mathbf k)(z-h_{\mathbf k})^{-1}$ is bounded, so the series $(z-h_{\mathbf k})^{-1}\sum_{r\ge0}[D(z-h_{\mathbf k})^{-1}]^r$ converges for small $|\mathbf s|$. Hence $F$ remains analytic for small imaginary parts of $\kappa_i$. In $c_{\mathbf R}=\int d^d\kappa\,F e^{-2\pi i\kappa\cdot l}$, shift $\kappa_i$ by $-i\eta$ for $l_i>0$ and by $+i\eta$ for $l_i<0$. Periodicity cancels the side contributions, and each direction gains a factor $e^{-2\pi\eta|l_i|}$.

At zero twist, the errors of the square crystal relative to the zone integral are:

| Supercell | Error (mhartree per cell) |
|---|---:|
| $1\times1$ | $-123.0$ |
| $2\times2$ | $13.08$ |
| $3\times3$ | $-2.02$ |
| $4\times4$ | $0.39$ |

The magnitudes fall by successive factors of 9.4, 6.5 and 5.1. Four sizes do not determine the asymptotic rate.

## (e) How accurate are random twists?

**Question.** Draw $S$ independent twists uniformly from the cube of side $2\pi$. Find the mean and standard error of the average $\bar e$ for the separated bands of part (c).

**Solution.** A uniform twist gives $\langle e^{ip\cdot\theta}\rangle=0$ for every nonzero integer vector $p$. Hence $\langle e\rangle=c_0$, and $\bar e$ is unbiased for any $S$. The variance of one sample is

$$\sigma^2=\langle|e-c_0|^2\rangle
=\sum_{p,p'\ne0}c_{\mathbf R_p}c_{\mathbf R_{p'}}^*\langle e^{i(p-p')\cdot\theta}\rangle
=\sum_{p\ne0}|c_{\mathbf R_p}|^2 ,$$

because the average vanishes unless $p=p'$. For independent samples the cross terms in the variance of the mean vanish:

$$\mathrm{Var}(\bar e)=\frac1{S^2}\sum_{s=1}^S\sigma^2=\frac{\sigma^2}{S}.$$

The standard error is $\sigma/\sqrt S$.

For the $2\times2$ supercell the Fourier coefficients give $\sigma=6.41$ mhartree, and 1000 random twists give $6.35$ mhartree. The predicted error of a 20-twist mean is $6.4094/\sqrt{20}=1.433$ mhartree; the observed spread of fifty such means is $1.49$ mhartree. The mean of all 1000 twists differs from the zone integral by $-0.04$ mhartree, within the predicted standard error of $0.20$ mhartree. A standard error of $0.1$ mhartree would need $(6.4094/0.1)^2\approx4100$ twists.

A uniform mesh behaves differently. The geometric sum of part (d), applied to the $K$ twists in each direction, removes every term except those in which all $p_i$ are multiples of $K$. The surviving coefficients belong to vectors $K$ times longer. This explains how 64 regularly spaced twists can do far better than 1000 random ones for this smooth band.

## (f) What changes when the bands overlap?

**Question.** Keep $N$ fixed and fill the lowest $N$ orbitals at every twist, but let the bands overlap. Compare the average with the Fermi-sea energy at the same mean density, and find the effect of enlarging the supercell.

**Solution.** Let $f_n(\mathbf k)$ be the occupations produced by the fixed-number rule, and let $f_n^F(\mathbf k)$ be 1 below the Fermi energy $\mu$ and 0 above it. Both have zone average $\nu$. The term proportional to $\mu$ therefore cancels in

$$E_{\rm fixed}-E_{\rm Fermi}=\int_{\rm BZ}\frac{d\mathbf k}{\Omega_{\rm BZ}}\sum_n(\varepsilon_n-\mu)(f_n-f_n^F)\ge0 .$$

Below $\mu$ both factors are non-positive; above $\mu$ both are non-negative. Filling the lowest $\nu$ bands also puts $N$ electrons at each twist, so its energy cannot be below that of the $N$ lowest orbitals. Together,

$$E_{\rm Fermi}\le E_{\rm fixed}\le E_{\rm lowest\ bands}.$$

Now enlarge the supercell by an integer factor in each direction. The points at one twist of the larger supercell are the union of the points at several twists of the smaller one. The smaller supercell's fillings, taken together, are one permitted filling of the larger. Choosing the lowest filling cannot raise the energy, so the bias cannot grow.

The square-crystal potential was multiplied by 0.2 and by 0.05. At 0.2 the highest lowest-band level on a $60\times60$ zone mesh is $0.523$ hartree and the lowest second-band level is $0.348$ hartree. The mesh omits the zone-boundary points, so the lowest band reaches at least the first value and the next band starts at or below the second; the bands overlap. Biases are measured from the Fermi-sea energy on the same $60\times60$ zone mesh, with values from a $40\times40$ mesh in parentheses:

| Potential factor | $2\times2$ bias (mhartree) | $4\times4$ bias (mhartree) |
|---|---:|---:|
| 0.2 | 0.44 (0.45) | 0.44 (0.45) |
| 0.05 | 0.68 (0.65) | 0.42 (0.39) |

At factor 0.2 the two supercells give equal averages on the finer mesh to the printed precision. Merging the twists made no energy-lowering transfer of electrons possible there. The shared value is nevertheless not the Fermi-sea energy, so agreement between two supercell sizes does not establish that the bias has gone. At factor 0.05 the larger supercell lowers the average by $0.26$ mhartree.

The bias comes from fixing the number at every twist. If the orbitals below a common $\mu$ are filled instead, $N$ varies with twist, and the tiling argument of part (c) applied to $\sum_n\varepsilon_nf_n^F$ gives the Fermi-sea integral.

## (g) Does twist averaging remove the size error with interactions?

**Question.** Restore the interaction. Identify what the twist average leaves undone, using first order in a pair repulsion for filled, separated bands.

**Solution.** Take $\nu=1$. In first order the repulsion is averaged over the filled determinant. Each pair of occupied orbitals contributes its direct minus exchange matrix element. Orbitals normalized over the supercell make this element proportional to $1/N_c$, so write it as $g(\mathbf k_m,\mathbf k_{m'})/N_c$. The contribution per cell is

$$e_1(\theta)=\frac1{2N_c^2}\sum_{m,m'}g(\mathbf k_m,\mathbf k_{m'}),\qquad
\mathbf k_m-\mathbf k_{m'}=\sum_i\frac{m_i-m_i'}{M_i}\mathbf b_i .$$

The difference between the two points does not contain $\theta$. Averaging moves both points together through the zone, but their separation stays on a discrete mesh set by the supercell. An infinite crystal requires an integral over both points independently. A size error can therefore remain even at first order.

The chain of part (a) shows a size dependence at a repulsion that need not be weak. Each electron's interaction with its own images is included as the constant $N\sum_{n\ge1}w(nL)$, where $w$ is the pair repulsion. Averages over uniform twist meshes give, in hartree per cell:

| Supercell | No repulsion | With repulsion |
|---|---:|---:|
| 2 cells, 12 twists | 0.07289 | 0.16795 |
| 3 cells, 8 twists | 0.07289 | 0.17323 |

Without repulsion both averages equal the zone integral, $0.07289$ hartree. With repulsion they differ by $5.28$ mhartree. The number of twists and the plane-wave cutoff were not varied in the interacting calculation, and two sizes do not permit an extrapolation to the infinite chain. The periodicity found in part (a) holds with interactions; the equality with a zone integral of one-electron bands was derived for independent electrons.

The numerical check that accompanies this problem contains the calculations behind the quoted values.

## Computed results

```
SQUARE CRYSTAL, one spin-polarised electron per cell
lattice constant A = 4.0 bohr
potential amplitudes V1 = 0.20, U = 0.05 hartree
top of lowest band = 0.11925 hartree
bottom of next band = 0.44919 hartree
band separation = 0.32994 hartree
3x3 supercell, twist (0.7, 1.9) rad:
  largest folding error, 12 levels = 1.1e-07 hartree
  energy per cell, direct = -0.0243875 hartree
  energy per cell, Fourier series = -0.0243874 hartree
zone integral per cell = -0.0239342 hartree
zone integral per cell = -0.65128 eV
2x2 twist average, 8x8 twists = -0.0239343 hartree
2x2 twist average = -0.65129 eV
average minus integral = -7.6e-08 hartree
lowest 2x2 energy on twist mesh = -0.036165 hartree
highest 2x2 energy on twist mesh = -0.011244 hartree
zero-twist error, 1x1 cells = -122.9952 mhartree
zero-twist error, 2x2 cells = 13.0827 mhartree
zero-twist error, 3x3 cells = -2.0196 mhartree
zero-twist error, 4x4 cells = 0.3932 mhartree
RANDOM TWISTS, 2x2 supercell
sigma from Fourier coefficients = 6.4094 mhartree
sigma from 1000 twists = 6.3500 mhartree
predicted error of 20-twist mean = 1.4332 mhartree
observed spread of 20-twist means = 1.4933 mhartree
mean of 1000 twists minus integral = -0.0427 mhartree
predicted error of 1000-twist mean = 0.2027 mhartree
OVERLAPPING BANDS, potential times 0.2, 60x60 zone mesh
lowest band top 0.5229, next band bottom 0.3477 hartree
Fermi-sea energy per cell = 0.18759 hartree
filled lowest band = 0.19270 hartree
bias of 2x2 average = 0.4383 mhartree
bias of 4x4 average = 0.4383 mhartree
2x2 minus 4x4 average = 0.0e+00 hartree
40x40 mesh: bias 2x2 0.4515, 4x4 0.4515 mhartree
OVERLAPPING BANDS, potential times 0.05, 60x60 zone mesh
lowest band top 0.5869, next band bottom 0.3228 hartree
Fermi-sea energy per cell = 0.19582 hartree
filled lowest band = 0.20460 hartree
bias of 2x2 average = 0.6807 mhartree
bias of 4x4 average = 0.4224 mhartree
2x2 minus 4x4 average = 2.6e-04 hartree
40x40 mesh: bias 2x2 0.6468, 4x4 0.3884 mhartree
CHAIN, one spin-polarised electron per cell
potential amplitude VC = 0.10 hartree
repulsion W0 = 1.0 hartree, width S = 1.5 bohr
2 interacting electrons, theta=0.7: 0.1802124 hartree/cell
  theta=0.7+pi: 0.1561124 hartree/cell
  theta=0.7+2pi: 0.1802124 hartree/cell
no repulsion, zone integral = 0.0728905 hartree/cell
no repulsion, 2-cell average = 0.0728905 hartree/cell
no repulsion, 3-cell average = 0.0728905 hartree/cell
with repulsion, 2-cell average = 0.167952 hartree/cell
with repulsion, 3-cell average = 0.173233 hartree/cell
3-cell minus 2-cell, repulsion = 5.281 mhartree/cell
```
